# Relaxation energy and Huang-Rhys factor from a mass-weighted displacement: a numerical check

```python
# Result under test: for one harmonic mode shared by two charge states,
#   relaxation energy E_R = omega^2 dQ^2 / 2,
#   Huang-Rhys factor S = E_R / (hbar omega) = omega dQ^2 / (2 hbar).
# dQ: mass-weighted displacement between minima, amu^(1/2) angstrom
# hbar omega: phonon energy, eV; P_n: weight of n phonons after a
# vertical transition from the vibrational ground state.
# Also tested: the classical crossing barrier and a two-mode case.
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.stats import poisson

amu = const.physical_constants["atomic mass constant"][0]
hbar_squared = const.hbar**2 / (const.e * amu * const.angstrom**2)


def relaxation_energy(displacement, phonon):
    """Energy in eV, evaluated through SI units."""
    omega = phonon * const.e / const.hbar
    displacement_si = displacement * np.sqrt(amu) * const.angstrom
    return 0.5 * omega**2 * displacement_si**2 / const.e


def grid_overlaps(displacement, phonon, states=90):
    """Diagonalize both oscillators; return final levels and weights."""
    points = np.linspace(displacement - 7.0, displacement + 7.0, 401)
    spacing = points[1] - points[0]
    index = np.arange(points.size)
    difference = index[:, None] - index[None, :]
    safe = np.where(difference == 0, 1, difference)
    kinetic = np.where(difference == 0, np.pi**2 / 3, 2.0 / safe**2)
    kinetic = kinetic * np.where(difference % 2 == 0, 1.0, -1.0)
    kinetic = kinetic * hbar_squared / (2 * spacing**2)
    stiffness = phonon**2 / hbar_squared
    initial = kinetic + np.diag(0.5 * stiffness * points**2)
    final = kinetic + np.diag(
        0.5 * stiffness * (points - displacement)**2)
    ground = eigh(initial, subset_by_index=[0, 0])[1][:, 0]
    levels, vectors = eigh(final)
    weights = (vectors.T @ ground)**2
    return levels[:states], weights[:states]


dQ = 3.0
phonon = 0.030
E_R = relaxation_energy(dQ, phonon)
S = E_R / phonon
curvature = phonon**2 / hbar_squared

# The stated rounded values
assert round(E_R, 2) == 0.97
assert round(S) == 32
assert abs(S - phonon * dQ**2 / (2 * hbar_squared)) < 1e-9

# Cartesian kinetic energy of a moving Si-O-Si group against (dQ/dt)^2/2
silicon_mass, oxygen_mass = 28.085, 15.999
masses = np.array([silicon_mass, oxygen_mass, silicon_mass])
shifts = np.array([[0.3, 0.1, 0.0], [-0.2, 0.5, 0.1], [0.1, -0.2, 0.3]])
group_dQ = np.sqrt(np.sum(masses[:, None] * shifts**2))


def path_coordinate(time):
    return group_dQ * np.sin(time)


time, step = 0.4, 1e-4
positions_after = shifts * path_coordinate(time + step) / group_dQ
positions_before = shifts * path_coordinate(time - step) / group_dQ
velocities = (positions_after - positions_before) / (2 * step)
cartesian_kinetic = 0.5 * np.sum(masses[:, None] * velocities**2)
coordinate_speed = group_dQ * np.cos(time)
assert abs(cartesian_kinetic / (0.5 * coordinate_speed**2) - 1) < 1e-7
silicon_shift = dQ / np.sqrt(silicon_mass)

# Phonon distribution from wavefunctions against the Poisson law
levels, weights = grid_overlaps(dQ, phonon)
numbers = np.arange(weights.size)
mean_number = np.sum(numbers * weights)
variance = np.sum((numbers - mean_number)**2 * weights)
mean_energy = np.sum(levels * weights) - levels[0]
assert np.max(np.abs(np.diff(levels[:80]) - phonon)) < 1e-7
assert abs(np.sum(weights) - 1) < 1e-8
assert np.max(np.abs(weights - poisson.pmf(numbers, S))) < 1e-8
assert abs(mean_number - S) < 1e-5
assert abs(variance - S) < 1e-4
assert abs(mean_energy - E_R) < 1e-6
# The tiny zero-phonon weight is limited by roundoff in the eigenvectors
assert abs(weights[0] / np.exp(-S) - 1) < 1e-3
likely_number = int(np.argmax(weights))


# Crossing of the two potential curves
def initial_curve(Q):
    return 0.5 * curvature * Q**2


def final_curve(Q, energy_drop):
    return 0.5 * curvature * (Q - dQ)**2 - energy_drop


barriers = {}
crossings = {}
for drop in (0.0, 0.30):
    crossing = brentq(
        lambda Q: initial_curve(Q) - final_curve(Q, drop), -5.0, 5.0)
    forward = initial_curve(crossing)
    reverse = final_curve(crossing, drop) - final_curve(dQ, drop)
    assert abs(crossing - dQ * (E_R - drop) / (2 * E_R)) < 1e-9
    assert abs(forward - (E_R - drop)**2 / (4 * E_R)) < 1e-9
    assert abs(reverse - forward - drop) < 1e-9
    crossings[drop] = crossing
    barriers[drop] = (forward, reverse)

# Two modes with equal squared displacement and the same rms phonon energy
low_phonon = 0.018
high_phonon = np.sqrt(2 * phonon**2 - low_phonon**2)
part_dQ = dQ / np.sqrt(2)
two_mode_energy = 0.0
two_mode_S = 0.0
for mode_phonon in (low_phonon, high_phonon):
    mode_levels, mode_weights = grid_overlaps(part_dQ, mode_phonon, 80)
    two_mode_energy += np.sum(mode_levels * mode_weights) - mode_levels[0]
    two_mode_S += np.sum(np.arange(80) * mode_weights)
two_mode_formula = (low_phonon + high_phonon) * part_dQ**2 / (
    2 * hbar_squared)
assert abs(two_mode_energy - E_R) < 1e-6
assert abs(two_mode_S - two_mode_formula) < 1e-5
assert two_mode_S < S

# Sensitivity to a ten percent increase of either input
E_stiff = relaxation_energy(dQ, 1.1 * phonon)
S_stiff = E_stiff / (1.1 * phonon)
E_far = relaxation_energy(1.1 * dQ, phonon)
S_far = E_far / phonon
assert abs(E_stiff / E_R - 1.21) < 1e-9
assert abs(S_stiff / S - 1.10) < 1e-9
assert abs(E_far / E_R - 1.21) < 1e-9
assert abs(S_far / S - 1.21) < 1e-9

print(f"Displacement dQ: {dQ:.2f} amu^(1/2) angstrom")
print(f"Phonon energy: {1000 * phonon:.1f} meV")
print(f"hbar squared: {hbar_squared:.6f} eV amu angstrom^2")
print(f"Angular frequency: {phonon * const.e / const.hbar:.4e} rad/s")
print(f"Curvature omega^2: {curvature:.5f} eV/(amu angstrom^2)")
print(f"Relaxation energy: {E_R:.4f} eV")
print(f"Relaxation energy: {E_R * const.e:.4e} J")
print(f"Huang-Rhys factor: {S:.3f} (dimensionless)")
print(f"Silicon mass used: {silicon_mass:.3f} amu")
print(f"Shift if one Si atom moves alone: {silicon_shift:.3f} angstrom")
print(f"Mean phonon number from grid: {mean_number:.3f}")
print(f"Phonon-number variance from grid: {variance:.3f}")
print(f"Phonon-number standard deviation: {np.sqrt(variance):.3f}")
print(f"Mean vibrational energy from grid: {mean_energy:.4f} eV")
print(f"Most probable phonon number: {likely_number}")
print(f"Weight of that number: {weights[likely_number]:.4f}")
print(f"Zero-phonon weight exp(-S): {np.exp(-S):.3e}")
print(f"Zero-phonon weight from grid: {weights[0]:.3e}")
print(f"Barrier for zero energy drop: {barriers[0.0][0]:.4f} eV")
print("Energy drop in trap example: 0.30 eV")
print(f"Crossing point: {crossings[0.30]:.4f} amu^(1/2) angstrom")
print(f"Forward barrier: {barriers[0.30][0]:.4f} eV")
print(f"Reverse barrier: {barriers[0.30][1]:.4f} eV")
print(f"Two-mode lower phonon energy: {1000 * low_phonon:.2f} meV")
print(f"Two-mode upper phonon energy: {1000 * high_phonon:.2f} meV")
print(f"Displacement in each mode: {part_dQ:.4f} amu^(1/2) angstrom")
print(f"Two-mode relaxation energy: {two_mode_energy:.4f} eV")
print(f"Two-mode Huang-Rhys factor: {two_mode_S:.3f}")
print(f"Phonon energy +10%: E_R = {E_stiff:.4f} eV, S = {S_stiff:.3f}")
print(f"Displacement +10%: E_R = {E_far:.4f} eV, S = {S_far:.3f}")
print("checks complete")
```

It prints:

```
Displacement dQ: 3.00 amu^(1/2) angstrom
Phonon energy: 30.0 meV
hbar squared: 0.004180 eV amu angstrom^2
Angular frequency: 4.5578e+13 rad/s
Curvature omega^2: 0.21530 eV/(amu angstrom^2)
Relaxation energy: 0.9689 eV
Relaxation energy: 1.5523e-19 J
Huang-Rhys factor: 32.295 (dimensionless)
Silicon mass used: 28.085 amu
Shift if one Si atom moves alone: 0.566 angstrom
Mean phonon number from grid: 32.295
Phonon-number variance from grid: 32.295
Phonon-number standard deviation: 5.683
Mean vibrational energy from grid: 0.9689 eV
Most probable phonon number: 32
Weight of that number: 0.0702
Zero-phonon weight exp(-S): 9.425e-15
Zero-phonon weight from grid: 9.425e-15
Barrier for zero energy drop: 0.2422 eV
Energy drop in trap example: 0.30 eV
Crossing point: 1.0355 amu^(1/2) angstrom
Forward barrier: 0.1154 eV
Reverse barrier: 0.4154 eV
Two-mode lower phonon energy: 18.00 meV
Two-mode upper phonon energy: 38.42 meV
Displacement in each mode: 2.1213 amu^(1/2) angstrom
Two-mode relaxation energy: 0.9689 eV
Two-mode Huang-Rhys factor: 30.368
Phonon energy +10%: E_R = 1.1723 eV, S = 35.525
Displacement +10%: E_R = 1.1723 eV, S = 39.077
checks complete
```
